# Finite hole transfer and the delayed photocurrent onset of a photoanode

An n-type semiconductor electrode stands in an electrolyte and is lit through the solution. Photogenerated holes move to the surface, where they oxidize a dissolved species. If every arriving hole reacted at once, current would flow even without a depletion layer, because diffusion alone brings some holes to the surface; band bending would only add to it. Suppose instead that a hole waits about 20 ms before it reacts. How much additional potential is needed before the current appears, and what do the waiting holes do in the meantime?

## 1. The surface alone

Let a hole flux $S$ arrive at the surface, in holes per area and time. The surface holds free holes of density $p_s$ and a sheet of trapped holes, $P$ per area. I assume local equilibrium between them and mostly empty trap sites, so that $P=\lambda p_s$. The length $\lambda$ is a ratio of populations and not a layer thickness.

A sheet hole transfers to the solution at rate $k_t$. The transferred flux is

$$k_tP=v_tp_s,\qquad v_t=\lambda k_t ,$$

which defines the transfer velocity $v_t$.

A sheet hole can also meet an electron. With band bending $V_{sc}$ and $V_T=kT/q$, where $q>0$ is the elementary charge, electrons in quasi-equilibrium have surface density $N_De^{-u}$, with $u=V_{sc}/V_T$ and donor density $N_D$. Recombination proportional to both populations has the flux $k_{r0}e^{-u}P=v_{r0}e^{-u}p_s$, with $v_{r0}=\lambda k_{r0}$. In the steady state

$$S=(v_t+v_{r0}e^{-u})p_s,\qquad
j=qv_tp_s=\frac{qS}{1+(v_{r0}/v_t)e^{-u}} .$$

Two limits show what accumulation does. For $v_t\to\infty$ the current is $qS$. For $v_{r0}\to0$ it is also $qS$, however small $v_t$ may be: $p_s=S/v_t$ simply grows until transfer keeps pace. Accumulation by itself therefore does not lower a steady current at given $S$. It needs a loss path on which to act. With one, half of $S$ is transferred at $u=\ln(v_{r0}/v_t)$.

## 2. Where the arriving flux comes from

The flux $S$ must now be derived, including holes that return to the bulk. Put the surface at $x=0$, the depletion edge at $x=W$, and let the semiconductor be thick. An absorbed photon flux $I_0$ generates $\alpha I_0e^{-\alpha x}$ holes per volume and time. Fluxes towards the surface count as positive. The dark hole density is neglected, as suits a wide gap.

**Neutral region.** Here holes diffuse with diffusivity $D$ and lifetime $\tau$:

$$Dp''-\frac p\tau+\alpha I_0e^{-\alpha x}=0,\qquad L=\sqrt{D\tau}.$$

A trial term $-Ke^{-\alpha x}$ requires $K(D\alpha^2-1/\tau)=\alpha I_0$, hence $K=\alpha I_0L^2/[D(\alpha^2L^2-1)]$. The solution that equals $p_W$ at $W$ and vanishes deep inside is, with $\xi=x-W$,

$$p=p_We^{-\xi/L}+Ke^{-\alpha W}\left(e^{-\xi/L}-e^{-\alpha\xi}\right).$$

Its flux towards the surface at $W$ is

$$Dp'(W)=-\frac DLp_W+DKe^{-\alpha W}\left(\alpha-\frac1L\right)
=-v_Dp_W+I_0e^{-\alpha W}\frac{\alpha L}{1+\alpha L},$$

where $v_D=D/L$ and the factor $\alpha L-1$ has cancelled. Without recombination in the depletion layer, generation there adds $I_0(1-e^{-\alpha W})$. The flux reaching the surface is

$$F_0=G-v_Dp_W,\qquad G=I_0\left[1-\frac{e^{-\alpha W}}{1+\alpha L}\right].$$

$G$ is the Gärtner flux, obtained by setting $p_W=0$. With slow transfer, $p_W$ has to be found.

**Depletion region.** For uniform donors and $u\gg1$, the hole potential energy divided by $kT$ is

$$\phi(x)=-\frac{(W-x)^2}{2L_D^2},\qquad L_D^2=\frac{\varepsilon V_T}{qN_D},\qquad W^2=\frac{2\varepsilon V_{sc}}{qN_D}.$$

Thus $\phi(0)=-u$ and $\phi(W)=0$. This parabola requires $p\ll N_D$. Drift and diffusion give $F=D(p'+p\phi')$. Multiplication by $e^\phi$ makes the right side a total derivative:

$$(pe^\phi)'=\frac{e^\phi F}{D},\qquad F(x)=F_0-I_0(1-e^{-\alpha x}).$$

The second relation says that the flux at $x$ lacks the holes generated between $0$ and $x$. Integrating from $0$ to $W$,

$$p_W=p_se^{-u}+AF_0-I_0(A-C),$$

$$A=\frac1D\int_0^We^{\phi}dx=\frac{L_D}{D}\sqrt{\frac\pi2}\,\mathrm{erf}\frac{W}{\sqrt2L_D},\qquad
C=\frac1D\int_0^We^{\phi-\alpha x}dx .$$

For $C$ set $y=W-x$ and complete the square, $-y^2/2L_D^2+\alpha y=-(y-\alpha L_D^2)^2/2L_D^2+\alpha^2L_D^2/2$:

$$C=\frac{L_D}{D}\sqrt{\frac\pi2}\,e^{-\alpha W+\alpha^2L_D^2/2}
\left[\mathrm{erf}\frac{W-\alpha L_D^2}{\sqrt2L_D}+\mathrm{erf}\frac{\alpha L_D}{\sqrt2}\right].$$

**Elimination.** Insert $p_W$ into $F_0=G-v_Dp_W$ and collect $F_0$:

$$F_0(1+v_DA)=G+v_DI_0(A-C)-v_De^{-u}p_s .$$

Division by $1+v_DA$ gives

$$F_0=S-v_D^*e^{-u}p_s,\qquad v_D^*=\frac{v_D}{1+v_DA},$$

$$S=I_0\left[1-\frac{e^{-\alpha W}/(1+\alpha L)+v_DC}{1+v_DA}\right].$$

So $S$ is the flux into a perfect sink, $p_s=0$. Back-diffusion carries the same factor $e^{-u}$ as surface recombination. Setting $F_0=(v_t+v_{r0}e^{-u})p_s$ yields

$$\boxed{j=\frac{qS(V_{sc})}{1+(v_b/v_t)e^{-u}},\qquad v_b=v_{r0}+v_D^*.}$$

**Limits.** Since $v_DA\le\sqrt{\pi/2}\,L_D/L$ and $C\le A$, a diffusion length much greater than $L_D$ restores $S\to G$. Within this model, which omits recombination in the depletion layer, the onset is still delayed for $v_{r0}=0$ when $v_t\ll v_D^*$, because holes can return to the bulk. If also $L\to\infty$ at fixed $D$, then $v_D\to0$ and $j\to qI_0$ at any band bending: the lossless limit of section 1 again.

**Numbers.** The example uses rough values in the regime of a bismuth vanadate photoanode oxidizing water: relative permittivity 60, $N_D=10^{18}$ cm⁻³, hole mobility 0.04 cm²/Vs, $\tau=40$ ns, $\alpha=5\times10^4$ cm⁻¹, $I_0=5\times10^{15}$ cm⁻²s⁻¹ and 298.15 K. Then $L=64$ nm and $L_D=9.2$ nm. At the half-transfer point found below, $qG=0.315$ and $qS=0.287$ mA/cm². The perfect-sink current is 9% below the Gärtner value because holes need a finite density at $W$ to cross the weak field there. The parabola has no field beyond $W$; the electron tail extends the field into the neutral region and reduces this difference. With the exact Poisson potential, and recombination still counted only beyond $W$, $qS$ is about 0.304 mA/cm², 4% below the Gärtner value.

The current law was tested against a finite-difference solution of the transport equations for three sets $(V_{sc},k_t,k_{r0})$, in V and s⁻¹: $(0.30,\,50,\,5\times10^6)$, $(0.15,\,5\times10^4,\,5\times10^6)$ and $(0.25,\,0.005,\,0)$, with $\lambda=2$ cm. In the last, back-diffusion is the only loss at the surface; this set tests the algebra only, since it gives $p_s\approx0.1N_D$ and a sheet of about $2\times10^{17}$ cm⁻², outside the assumptions of the model. The largest deviation, relative to the formula, was $4\times10^{-6}$.

## 3. The holes also carry charge

So far $V_{sc}$ was given, but the experimenter sets the electrode potential. Let $V$ be this potential measured from flat band in the dark. It is shared between the semiconductor and the Helmholtz layer, whose capacitance $C_H$ is taken as constant. The solid carries the positive charge $Q_{dep}+qP$ per area, balanced by ions. Hence

$$V=V_{sc}+\frac{Q_{dep}+qP}{C_H},\qquad Q_{dep}=qN_DW=\sqrt{2q\varepsilon N_DV_{sc}} .$$

The sheet lies at the surface, outside the depletion layer. By Gauss's law it changes the Helmholtz field but leaves the relation between $Q_{dep}$ and $V_{sc}$ intact. With $qP=j/k_t$,

$$\boxed{V=V_{sc}+\frac{Q_{dep}(V_{sc})+j(V_{sc})/k_t}{C_H}.}$$

No equation has to be solved to draw the curve: choose $V_{sc}$, compute $j$, then compute $V$. Half of $S$ is transferred when $(v_b/v_t)e^{-u}=1$, that is, at

$$V_{half}=V_T\ln\frac{v_b}{v_t}+\frac{Q_{dep}}{C_H}+\frac{qS}{2k_tC_H},$$

with $Q_{dep}$ and $S$ taken at $V_{sc}=V_T\ln(v_b/v_t)$. The first term is a kinetic delay: more band bending is needed to keep electrons away from waiting holes. In this linear model it does not depend on light. The last term is an electrostatic delay: the waiting holes take potential away from the semiconductor. It is proportional to light.

**Numbers.** Take $C_H=20$ µF/cm², $k_t=50$ s⁻¹, $k_{r0}=5\times10^6$ s⁻¹ and $\lambda=2$ cm. Then $v_t=100$ cm/s and $v_{r0}=10^7$ cm/s, while $v_D^*=136$ cm/s hardly matters. The terms are

- kinetic: $25.69\ \mathrm{mV}\times\ln10^5=296$ mV;
- depletion charge: 35 mV;
- hole charge: $P=S/2k_t=1.79\times10^{13}$ cm⁻², so $qP/C_H=2.87\ \mathrm{µC/cm^2}/20\ \mathrm{µF/cm^2}=144$ mV.

Their sum is $V_{half}=475$ mV. At one hundredth of the light, all else fixed, it is 333 mV: the hole-charge term has almost gone and the kinetic delay remains. At full light with $k_t$ a thousand times larger, and $\lambda$ and $k_{r0}$ fixed, it is 141 mV. Both delays have then shrunk, the kinetic one to $25.69\ln100=118$ mV.

For these three settings, half-transfer potentials found from the finite-difference profiles agreed with the formula within 0.5 mV. The division of potential was tested at $V=V_{half}$, with $P=0$ and with the half-transfer sheet, against the nonlinear Poisson equation including the electron tail. The largest difference in $V_{sc}$ was 1.5 mV. The tail also raises $S$ and with it the hole charge: with the exact potential $V_{half}$ is about 482 mV instead of 475 mV, and 138 mV instead of 141 mV for fast transfer, so these values hold to several mV.

## 4. From a step to a ramp

The charge changes the shape of the onset as well as its position. Differentiate the potential balance, with $C_{sc}=dQ_{dep}/dV_{sc}$:

$$dV=\left(1+\frac{C_{sc}}{C_H}\right)dV_{sc}+\frac{dj}{k_tC_H}.$$

Division by $dj$ gives

$$\left(\frac{dj}{dV}\right)^{-1}=\left(1+\frac{C_{sc}}{C_H}\right)\left(\frac{dj}{dV_{sc}}\right)^{-1}+\frac1{k_tC_H}.$$

When $j$ rises with $V_{sc}$, both terms are positive and the slope stays below $k_tC_H$. For $C_H\to\infty$ the unmodified kinetic onset returns. When $k_t(C_H+C_{sc})\ll dj/dV_{sc}$ the second term dominates, and the current becomes a ramp of slope near $k_tC_H$. Since $dj/dV_{sc}$ is proportional to light, this needs slow transfer and enough light; at one hundredth of the light used here the slope at half transfer is only about $0.03\,k_tC_H$.

Here $k_tC_H=1.00$ mA/cm² per volt. The slope at half transfer is 0.73 in the same unit. The currents in mA/cm² are:

| $V$ (V) | $V_{sc}$ (V) | perfect sink | hole charge off | full |
|---|---|---|---|---|
| 0.3 | 0.240 | 0.282 | 0.068 | 0.028 |
| 0.4 | 0.276 | 0.299 | 0.277 | 0.090 |
| 0.5 | 0.302 | 0.314 | 0.314 | 0.162 |
| 0.6 | 0.330 | 0.327 | 0.327 | 0.233 |
| 0.8 | 0.445 | 0.350 | 0.350 | 0.312 |

The $V_{sc}$ column belongs to the full result; the perfect-sink column also omits hole charge. Between 0.4 and 0.6 V the band bending grows by only 54 mV. Most of the added potential falls across the Helmholtz layer.

At 0.8 V the current is still 11% below the perfect-sink value, yet the loss of holes waiting at the surface is no longer the reason. There $(v_b/v_t)e^{-u}=10^5e^{-17.3}\approx0.003$. The deficit arises because the hole charge has left less band bending, hence a narrower depletion layer and a smaller $S$: more holes recombine in the neutral region before they reach the surface.

## 5. Switching on the light

"Delayed" has so far meant delayed on the potential axis. To see the delay in time, hold $V$ fixed and switch on the light. Holes cross the depletion layer in about $W^2/(\mu V_{sc})\approx2$ ns for the half-transfer values, and the hole profile in the neutral region settles on the scale of the 40 ns lifetime, so transport can be taken as steady on the scale of milliseconds. The flux $F_0=S-v_D^*e^{-u}p_s$ now feeds the sheet:

$$\frac{dP}{dt}=F_0-(k_t+k_{r0}e^{-u})P=S-(k_t+k_be^{-u})P,\qquad k_b=\frac{v_b}{\lambda}.$$

The current across the interface is $qk_tP$ and starts from zero. The ammeter reads something else. Let $Q=Q_{dep}+qP$. Electrons leaving through the back contact raise $Q$ at the rate $j_{ext}$, and holes leaving to the solution lower it:

$$j_{ext}=qk_tP+\frac{dQ}{dt}.$$

At fixed $V$, $dV_{sc}=-dQ/C_H$. Also $dQ=C_{sc}dV_{sc}+q\,dP$. Eliminating $dV_{sc}$,

$$dQ=\gamma q\,dP,\quad \gamma=\frac{C_H}{C_H+C_{sc}},\qquad
j_{ext}=q\left(k_tP+\gamma\frac{dP}{dt}\right).$$

At $t=0$, $P=0$ and $j_{ext}=\gamma qS$. Series resistance, neglected here, would round this first edge.

The limit $C_H\to\infty$ is simple, since $V_{sc}$ then stays fixed. With $\kappa=k_t+k_be^{-u}$, $P=(S/\kappa)(1-e^{-\kappa t})$. The interfacial current rises to $qSk_t/\kappa$ while the external current falls to the same value from $qS$.

For finite $C_H$ the growing sheet lowers $V_{sc}$ and so opens its own loss path. From the relations above, $dV_{sc}/dP=-q/(C_H+C_{sc})$. Expand the balance about its steady state, using $d(e^{-u})/dV_{sc}=-e^{-u}/V_T$ and neglecting the weak change of $v_b$ with $V_{sc}$. A small deviation decays at the rate

$$r=k_t+k_be^{-u}+\frac{q}{C_H+C_{sc}}\left[\frac{dS}{dV_{sc}}+\frac{k_be^{-u}P}{V_T}\right].$$

At $V=0.5$ V the band bending falls from 0.456 V in the dark to 0.302 V in the light. The external current starts at 0.300 mA/cm², the interfacial current at zero, and both end at 0.162 mA/cm². The interfacial current reaches half its final value after 6.1 ms. The final approach has $r=331$ s⁻¹, against 89 s⁻¹ without the charge feedback. A trajectory started 0.1% below the steady state confirmed $r$ within 0.5%. A separate count of electrons at the back contact agreed with $j_{ext}$ within 0.1% at 2 and 5 ms.

## 6. Beside a real photoanode

The material parameters are rough, and $\lambda$, $k_t$ and $k_{r0}$ are chosen to represent slow transfer; they are not measured values for a particular film. The light, 2.2 mW/cm² at 450 nm, is weak compared with full sunlight. The assumption most in doubt is a constant $k_t$. If the Helmholtz drop $\Delta V_H$ drives the reaction, so that $k_t$ grows as $\exp(0.5\,\Delta V_H/V_T)$, with $\lambda$ and $k_{r0}$ fixed, $V_{half}$ falls from 475 to 331 mV. The large electrostatic delay therefore belongs to a transfer step that this drop does not accelerate. Real films may also be porous, which breaks the one-dimensional geometry; that effect is not sized here.

The other estimates, made at half transfer unless stated, are smaller:

- Recombination in the depletion layer, estimated from the calculated hole profile with 40 ns for both carriers, would take about 5% of $S$. The part caused by the waiting holes, about 2% of $S$, already far exceeds back-diffusion, which takes $7\times10^{-6}S$ here. Where surface recombination is weak, this loss rather than back-diffusion sets the onset: for $v_{r0}=0$ and $v_t=1$ cm/s it moves half transfer from 126 to about 290 mV of band bending.
- A 200 nm film whose back contact removes holes collects 5% less than a thick one. Halving $D$ at fixed lifetime, as a less favourable crystal direction might, lowers $S$ by 13.5%.
- If electrons are as mobile as holes, the recombination flux is under 2% of the electron drift flux available at the surface, which supports quasi-equilibrium at half transfer; a tenfold lower electron mobility would lower the surface electron density there by 14%. At larger band bending photogenerated electrons raise this density above $N_De^{-u}$, by about 18% at $V=0.8$ V and about a hundredfold at 1 V, but surface recombination there stays below 1% of transfer.
- The free-hole density is $9\times10^{-6}N_D$. At $V=1$ V the sheet would fill 4% of an assumed $10^{15}$ sites per cm².
- For a free-electron mass $m$, the tunnelling energy $(q\hbar/2)\sqrt{N_D/(m\varepsilon)}$ is $0.09\,kT$ and $N_D$ is 4% of the effective band density of states, so tunnelling and degeneracy are weak. The surface field at $V=1$ V is 0.19 MV/cm in the light and 0.24 MV/cm in the dark, both below the rough MV/cm scale of breakdown.
- At 60 °C the kinetic delay grows by 35 mV if all rates stay fixed. Real rates change with temperature, so this is the effect of $V_T$ alone.

Within the model, the two delays can be separated by varying the light at fixed $k_t$, $k_{r0}$ and $\lambda$. The part of $V_{half}$ that shifts in proportion to intensity is the hole charge; of what remains at weak light, the larger part here is the kinetic delay. This holds for half of $S$ at the actual band bending. A perfect-sink current measured at the same $V$ belongs to a larger band bending, so a half point read against it shifts only roughly in proportion to intensity. In a real cell an ohmic drop in series also grows in proportion to light and must be subtracted first, and a $k_t$ that depends on $P$ breaks the proportionality. The remaining values of the model are in the numerical output.

## Calculated quantities

```
temperature 298.15 K, kT/q 25.69 mV, permittivity 60
donors 1.0e+18 cm^-3, hole mobility 0.04 cm2/Vs
hole lifetime 40 ns, diffusion length 64.1 nm
absorption 5.0e+04 cm^-1, photon flux 5.0e+15 cm^-2 s^-1
light power at 450 nm 2.21 mW/cm2
Helmholtz capacitance 20 uF/cm2, lam 2.0 cm
k_t 50 s^-1, v_t 100 cm/s
k_r0 5.0e+06 s^-1, v_r0 1.0e+07 cm/s
D/L 160.3 cm/s, effective back-diffusion 135.8 cm/s
Debye length 9.23 nm
-- half-transfer point --
band bending (kinetic delay) 295.8 mV, W 44.3 nm
depletion-charge drop 35.5 mV
hole-charge drop (electrostatic delay) 143.7 mV
V_half 475.0 mV
Gartner current 0.3150 mA/cm2
perfect-sink current qS 0.2874 mA/cm2
transferred current 0.1437 mA/cm2
hole sheet 1.794e+13 cm^-2, free p_s 8.970e+12 cm^-3
slope dj/dV 0.732 mA/cm2/V, k_t*C_H 1.000 mA/cm2/V
V_half at 1/100 light 332.7 mV
V_half at 1000 times k_t 140.9 mV
V (V) | V_sc (V) | j sink, j no hole charge, j full (mA/cm2)
0.2 | 0.1710 | 0.2599 0.0022 0.0020
0.3 | 0.2399 | 0.2816 0.0679 0.0281
0.4 | 0.2760 | 0.2992 0.2771 0.0897
0.5 | 0.3021 | 0.3142 0.3136 0.1620
0.6 | 0.3300 | 0.3274 0.3274 0.2325
0.8 | 0.4449 | 0.3499 0.3499 0.3116
1.0 | 0.6137 | 0.3689 0.3689 0.3352
-- light switched on at V = 0.5 V --
dark V_sc 0.4559 V, final V_sc 0.3021 V
t (ms) | interfacial, external current (mA/cm2)
0 | 0.0000 0.2997
1 | 0.0153 0.2981
3 | 0.0433 0.2948
10 | 0.1177 0.2698
30 | 0.1619 0.1627
100 | 0.1620 0.1620
interfacial current reaches half its final value at 6.13 ms
relaxation rate 330.7 s^-1, without charge feedback 89.1 s^-1
-- checks and neglected effects --
worst flux error 4.4e-06, Poisson V_sc difference 1.48 mV
V_half if k_t gains exp(0.5*drop/V_T): 330.6 mV
depletion-layer recombination 5.08 % of S
S change: 200 nm film -4.6 %, halved D -13.5 %
electron supply: recombination/drift flux 1.68 %
tunnelling E00/kT 0.093, N_D/N_C (free mass) 0.040
free-hole charge p_s/N_D 9.0e-06
sheet at 1 V / 1e15 cm^-2 sites 4.2 %
surface field at V = 1 V 0.192 MV/cm
hopping mobility gain, 0.4 nm hops 0.18 %
kinetic delay change at 333.15 K, fixed rates 34.7 mV
```
